Drift velocity in ideal phonon streaming and its Kane reduction factor

Q: A field accelerates an electron, and an optical phonon stops it. Why should the mean velocity be a simple quantity? I would expect it to depend on the field and on the whole shape of the band.

A: In general it does. Consider first an idealised motion. Let E(k) be the electron energy measured from the band minimum, so E(0) = 0, and let the band be isotropic. The electron starts at k = 0. A constant field of magnitude F exerts a force of magnitude eF, and I count k and velocity positive along this force, so the sign of the charge no longer appears. Nothing scatters the electron until its energy first reaches the energy ħω0 of an optical phonon. Here ω0 is the angular frequency, taken independent of the phonon wavevector. At that instant the electron emits one phonon, and the cycle begins again. This is called streaming.

Q: You say the cycle begins again. Energy conservation fixes the energy after emission, not the wavevector.

A: The energy left is ħω0 − ħω0 = 0. If k = 0 is the only state of zero energy, the electron must return there, and the phonon carries off the crystal momentum. This is a condition on the band. With a ring-shaped minimum, the electron could land anywhere on the ring and the argument would fail.

Call the wavevector of the first crossing k0:

E(k0) = ħω0.

If the band never reaches ħω0, there is no k0 and no streaming of this kind.

Q: Then find the average velocity. You need the velocity as a function of time, and so the band.

A: I need two relations. The force changes the crystal momentum at a constant rate, and the velocity is the slope of the band:

ħ dk/dt = eF,

v = (1/ħ) dE/dk.

The first integrates to k = eFt/ħ, so the flight lasts

t0 = ħk0/(eF).

The drift velocity is the time average over one cycle:

v_d = (1/t0) ∫ v dt, from t = 0 to t0.

Now change the variable from t to k. Since dt = ħ dk/(eF),

v_d = [eF/(ħk0)] ∫ (1/ħ)(dE/dk) [ħ/(eF)] dk, from k = 0 to k0.

The force cancels, and so does one pair of factors ħ:

v_d = [1/(ħk0)] ∫ (dE/dk) dk = [E(k0) − E(0)]/(ħk0).

With E(k0) = ħω0 and E(0) = 0 this becomes

v_d = ω0/k0.

The band enters through k0 alone. Its shape between 0 and k0 does not matter, provided E is continuous and piecewise smooth, so that the integral of its slope is the difference of its end values.

Q: It looks like a trick of calculus. What is the physical reason that the shape drops out?

A: Energy balance. During a flight the field does work eF times the distance L covered, and the phonon takes all of it:

eFL = ħω0, so L = ħω0/(eF).

Neither L nor t0 needs the details of the band below threshold. Their ratio is

L/t0 = [ħω0/(eF)] · [eF/(ħk0)] = ω0/k0.

A stronger field shortens the flight and its duration in the same proportion, so the velocity does not change. That is the velocity saturation of this model.

The law was tested by following the motion in time for six bands: parabolic, linear, Kane, two-band, a sum of k² and k⁴ terms, and a linear band with a ripple. Fields of 0.01 and 0.05 MV/cm were used, and each threshold was found numerically. The largest deviation, relative to ω0/k0, was 2×10⁻⁸.

Q: You insist on E(0) = 0. Surely the zero of energy is arbitrary.

A: It is, but the threshold must then be stated consistently. The physical condition is that the energy gained since k = 0 equals ħω0. Suppose someone sets E(0) = E₀ and still defines k0 by E(k0) = ħω0. The integral then gives

v_d = (ħω0 − E₀)/(ħk0),

which is not ω0/k0. Measuring energy from the minimum removes the difficulty.

Q: And where did you use isotropy? Your integral runs along a single line.

A: It does, so the component of velocity along the force is ω0/k0(θ) even in an anisotropic band, where k0(θ) is the threshold along the direction θ of the force. Isotropy adds two things: k0 is the same for all directions, and the velocity is parallel to k, so there is no sideways drift.

For example, let the mass be m along x and 1.1m along y, with the force at 45° between the axes. The velocity components are then in the ratio 1 to 1/1.1. Projecting them across and along the force gives

v_across/v_along = (1 − 1/1.1)/(1 + 1/1.1) = 0.1/2.1 = 0.048.

The electron drifts sideways, towards the lighter axis, at about 5% of its forward velocity.

Q: Let me try the law on bands I know. For a parabolic band I would have said half the final velocity.

A: That follows. With E = ħ²k²/(2m), the threshold condition gives

k0 = √(2mħω0)/ħ = √(2mω0/ħ).

Therefore

v_d = ω0/√(2mω0/ħ) = √(ħω0/(2m)).

The velocity at threshold is ħk0/m = √(2ħω0/m), which is twice as large. The factor one half arises because velocity grows linearly with k, and hence with time.

For a linear band, E = ħuk, the threshold is k0 = ω0/u and v_d = u. The electron moves at speed u throughout, so the average equals the final velocity.

Q: Now take a band that lies between these two. What does nonparabolicity do?

A: The Kane form describes a band that is parabolic near its minimum and straightens higher up:

E(1 + αE) = ħ²k²/(2m).

Here m is the mass at the band edge and α, an inverse energy, measures the nonparabolicity. Put E = ħω0 and define the dimensionless number x = αħω0. The threshold condition is

ħω0(1 + x) = ħ²k0²/(2m).

Multiply by 2m/ħ² and take the positive root:

k0 = √[2mω0(1 + x)/ħ].

This exceeds the parabolic threshold by the factor √(1 + x). The general law then gives

v_d = ω0/k0 = √(ħω0/(2m)) / √(1 + x).

The Kane reduction factor is therefore

R = 1/√(1 + αħω0).

It compares two bands with the same band-edge mass and the same phonon energy. If k0 and ω0 were held fixed instead, there would be no reduction at all.

Q: I could have guessed it: the electron gets heavier as it speeds up, so put the heavier mass into the parabolic formula.

A: That guess gives another answer if the mass is taken at threshold. Differentiate the Kane relation with respect to k:

(1 + 2αE) dE/dk = ħ²k/m.

Dividing by ħ(1 + 2αE) gives the velocity:

v = ħk/[m(1 + 2αE)].

The ratio of momentum to velocity at threshold is thus m(1 + 2x). Inserting that mass into the parabolic result would give a factor 1/√(1 + 2x), which is too small. At x = 1 it is 0.577, while the correct factor is 0.707. The mass that reproduces the correct factor is m(1 + x), because that combination fixes k0.

Q: Is the average still half the final velocity?

A: No. The velocity at threshold is

v(k0) = ħk0/[m(1 + 2x)].

Divide v_d = ω0/k0 by it:

v_d/v(k0) = mω0(1 + 2x)/(ħk0²).

From the threshold condition, ħk0² = 2mω0(1 + x), and so

v_d/v(k0) = (1 + 2x)/[2(1 + x)].

This is 1/2 at x = 0 and tends to 1 for large x. At x = 0.3, R is 0.877 and the ratio is 0.615. At x = 1 they are 0.707 and 0.750. The drift velocity falls while its share of the threshold velocity rises: as the band straightens, the electron spends more of its flight near its final speed.

Q: Check the ends for me. What survives for weak and strong nonparabolicity?

A: For small x, expand the square root:

R = 1 − x/2 + terms of order x².

For large x, 1 + x may be replaced by x:

v_d → √(ħω0/(2m)) / √(αħω0) = 1/√(2mα).

The phonon energy has dropped out, as it must for a linear band. A two-band model shows which speed this is. Take

E = √(Δ² + ħ²u²k²) − Δ,

where 2Δ is the gap E_g. Move Δ to the left and square:

E² + 2ΔE + Δ² = Δ² + ħ²u²k².

Cancel Δ² and divide by 2Δ:

E[1 + E/(2Δ)] = ħ²u²k²/(2Δ).

This is a Kane band with α = 1/(2Δ) = 1/E_g and m = Δ/u². Hence 2mα = 1/u², and the limiting drift velocity is u. In this model x = ħω0/E_g, so large x means a phonon energy above the gap. Transitions between the bands are then possible and one-band streaming is no longer a complete description. The limit checks the formula; it is not a working regime.

Q: Give me numbers for a channel material.

A: Take rough parameters in the regime of electrons in monolayer MoS2: m = 0.45 free-electron masses, ħω0 = 48 meV and E_g = 1.8 eV. I estimate α from the two-band relation:

α = 1/(1.8 eV) = 0.556 eV⁻¹,

x = 0.048/1.8 = 0.0267.

The angular frequency is 7.292×10¹³ rad/s. A parabolic band would have k0 = 0.7529 nm⁻¹. The Kane band has

k0 = 0.7529 × √1.0267 = 0.763 nm⁻¹ = 7.63×10⁸ m⁻¹.

The ideal drift velocity is then

v_d = 7.292×10¹³/(7.63×10⁸) = 9.56×10⁴ m/s = 0.956×10⁷ cm/s.

The parabolic value is 0.969×10⁷ cm/s, so R = 0.987. The expansion 1 − x/2 gives the same to three digits. Nonparabolicity costs 1.3% here, because the phonon energy is small beside the gap.

At 0.05 MV/cm, which is 5 meV/nm, a flight covers 48/5 = 9.6 nm and lasts 100 fs. At 0.01 MV/cm it covers 48 nm and lasts 502 fs.

Q: A correction of 1% interests me only if the rest is that good. Emission is not instantaneous.

A: No, and the first correction can be found. Let emission take a mean time τ once the electron is above threshold, let the lattice be cold, and let the electron leave each emission in a random direction in the plane. Write G for the mean gain of forward wavevector per flight and T for the mean time between emissions. Momentum and energy balance in the steady state read

ħG = eFT,

eF v_d T = ħω0.

Eliminating T gives

v_d = ω0/G.

So I need G. Let ε = τ/t0 be small and treat the band as parabolic. Three effects matter.

First, the electron overshoots the threshold by eFτ/ħ = εk0 on average.

Second, the overshoot leaves it with energy after emission. This residue is the threshold velocity times the extra momentum:

(2ω0/k0)(ħεk0) = 2εħω0.

In a parabolic band energy is proportional to k², so the mean square wavevector after emission is 2εk0². In a plane, half of it is transverse: ⟨k_y²⟩ = εk0². The transverse part persists through the next flight and contributes to the energy, so the threshold comes earlier, at

k_x = √(k0² − k_y²) ≈ k0 − k_y²/(2k0).

On average this is earlier by εk0/2.

Third, the forward component just after emission averages to zero, since the direction is random. Collecting terms,

G ≈ k0(1 + ε − ε/2) = k0(1 + ε/2),

v_d ≈ (ω0/k0)(1 − ε/2).

Q: Does a full calculation agree?

A: At the weakest field it does. I take τ = 30 fs, a rough value. A Monte Carlo simulation followed 1500 carriers in the two-dimensional Kane band for 3 ps and averaged over the last 2 ps. Scattering was isotropic, with rates proportional to the density of final states. At 0.01 MV/cm, ε = 30/502 = 0.06, and the estimate is 0.970 of the ideal value. The simulation gives 0.973, with a standard error of 0.003.

At 0.02 MV/cm the estimate is 0.94 and the simulation gives 0.960, so effects left out of the estimate already count. At 0.05 MV/cm, where ε = 0.3, the estimate of 0.85 fails: the simulation gives 1.003. This near agreement with the ideal law does not mean that streaming has become ideal. By v_d = ω0/G, it means that the mean gain G happens to lie close to k0. The estimate omits repeated emission. An electron that overshoots by more than about (√2 − 1)k0 = 0.41k0 reaches 2ħω0 and is still above threshold after emitting, so its next flight is short. The chance of this is roughly exp(−0.41/ε): about 0.1% at 0.01 MV/cm, a few per cent at 0.02 MV/cm and about a quarter at 0.05 MV/cm. At the highest field, flights that begin below threshold gain about 1.2k0 and those that begin above it about 0.5k0, and the weighted mean falls near k0.

A further test used a strongly nonparabolic band, x = 0.6, with an emission time of 1/200 of the period. The simulated drift velocity was 0.786 of the parabolic value, against R = 0.791 from the formula. In the steady state the finite emission time alone would lower the velocity by about 0.4%, and the finite time step narrows this to about 0.3%. The rest of the 0.6% difference arises because the run starts from rest and stops after 20 periods, part-way through a cycle.

Q: You have still kept the lattice cold and removed acoustic phonons.

A: Those assumptions matter more. I take an acoustic scattering time of 100 fs at 300 K, again rough, and let its rate scale with temperature, which gives 390 fs at 77 K. Ideal streaming needs

emission time ≪ t0 ≪ times of all other scattering.

At 77 K this reads 30 fs ≪ t0 ≪ 390 fs. The two ends differ by a factor of only 13, so no field satisfies both inequalities well.

With all these processes included, the simulated drift velocities at 77 K, relative to the ideal value, are as follows. The standard errors, here and at 300 K, are below 0.01, so the last digit is uncertain:

0.01 MV/cm: 0.64
0.02 MV/cm: 0.77
0.05 MV/cm: 0.91

The mean number of optical phonons per mode is 7.2×10⁻⁴ at 77 K, so absorption occurs about once in 30 fs/(7.2×10⁻⁴) ≈ 42 ps. That is far rarer than acoustic scattering, which occurs about once in 390 fs, so absorption is negligible. The loss relative to the emission-only runs is therefore due to acoustic scattering, which interrupts the long flights at low field most.

At 300 K the ratios are:

0.01 MV/cm: 0.14
0.02 MV/cm: 0.26
0.05 MV/cm: 0.49

The phonon number is now 0.185, so absorption takes about 30/0.185 = 160 fs, and acoustic scattering takes 100 fs. Adding the two rates, an electron below the threshold is interrupted about every 60 fs; one above it can also emit, and is interrupted sooner. At 0.01 MV/cm that is much shorter than the 502 fs flight, and transport is close to ohmic. The low-field mobility from the transport integral is 150 cm²/Vs, which times 10⁴ V/cm gives 0.15×10⁷ cm/s. The simulation gives 0.137×10⁷ cm/s. The velocity at 300 K is still rising with field over this range, so it has not saturated.

Q: What else have you left out that could exceed your 1.3%?

A: Several things. Keep the other parameters fixed in each comparison.

A phonon of 30 meV instead of 48 meV lowers the ideal velocity to 0.759×10⁷ cm/s, about 21% less. The choice of a single phonon energy thus matters far more than the Kane correction. A mass 10% heavier along the field lowers the velocity by 4.7%.

With a satellite valley 0.15 eV above the band edge, the simulated carriers spend no more than about 2% of their time above that energy at the fields considered. At 300 K an electron can also transfer by absorbing a phonon, which for 48 meV opens at about 0.10 eV; the time spent above that energy is about 6% at 0.05 MV/cm. Transfer into the valley is not simulated, and a lower valley would matter more.

At a density of 10¹² cm⁻², with two spins and two valleys, the Fermi energy at rest is 2.7 meV, well below the phonon energy. Yet ideal streaming puts all carriers on a line in k-space, which the Pauli principle forbids. If the states in a strip of length k0 and width w were all filled, the density would be

n = 4k0w/(2π)², so w = π²n/k0.

With n = 0.01 nm⁻² this gives w = 0.13 nm⁻¹, or 0.17k0. The distribution must be at least about that wide, so exclusion is not negligible for a narrow stream, even at this modest density.

Tunnelling across the gap is negligible at these fields. At 0.05 MV/cm the barrier is 1.8 eV/(5 meV/nm) = 360 nm wide, while the midgap decay length is 0.43 nm. The threshold energy is 2.7% of the gap, so carriers in ideal streaming are far from the energy needed for impact ionisation.

Q: Then how should I set 0.956×10⁷ cm/s beside a real MoS2 transistor?

A: As a reference velocity, not a prediction. The mass and phonon energy are typical rough values, though the real material has several phonon branches. The gap of 1.8 eV is nearer the optical gap than the larger gap for free carriers; a larger gap would bring R closer to 1. The mobility of 150 cm²/Vs describes phonon scattering alone, and many real devices, with impurities and a rough or polar substrate, have lower values. A switched-on channel often holds nearer 10¹³ cm⁻², where the Fermi energy is roughly ten times larger than above and no longer small beside 48 meV. Measured saturation velocities are, roughly, a few times 10⁶ cm/s.

The assumption that fails most plainly at room temperature is the undisturbed flight. In the simulation at 0.05 MV/cm, adding acoustic scattering and the thermal phonons of 300 K to the emission-only run lowers the velocity from 0.958 to 0.467×10⁷ cm/s. Impurities, self-heating, electron–electron scattering and the overlap of band states are not included in that figure.

Q: So when may I use ω0/k0 to compare channel materials?

A: When emission is fast compared with the flight, the flight is short compared with every other scattering time, and the carriers are dilute. Under those conditions, at a given phonon energy, a smaller threshold wavevector means a higher drift velocity. Outside them the velocity can be far lower, as the 300 K results show, and where the field is low enough for ohmic transport it is set by the mobility instead. Nor does the derivation make ω0/k0 an upper bound: when phonon emission is the only scattering, v_d = ω0/G exceeds it whenever G falls below k0. The numerical output lists the values for each field and temperature.

Computed values

```
mass 0.45 m_e, phonon 48 meV, gap 1.8 eV
alpha 0.5556 1/eV, x = alpha*hbar*w0 = 0.0267
angular frequency w0 = 7.292e+13 rad/s
k0 parabolic 0.7529, Kane 0.7629 1/nm
v_d parabolic 0.9685 x1e7 cm/s
v_d Kane 0.9559 x1e7 cm/s = 9.559e+04 m/s
Kane reduction factor 0.9869
velocity at threshold 1.8633 x1e7 cm/s
v_d / threshold velocity 0.5130
largest relative error, six bands: 2.1e-08
x=0.03: factor 0.9853, v_d/v(k0) 0.5146
x=0.10: factor 0.9535, v_d/v(k0) 0.5455
x=0.30: factor 0.8771, v_d/v(k0) 0.6154
x=1.00: factor 0.7071, v_d/v(k0) 0.7500
x=3.00: factor 0.5000, v_d/v(k0) 0.8750
fast-emission Monte Carlo, x=0.6: factor 0.7855
  Kane formula there: 0.7906
F=0.01 MV/cm: period 502.2 fs, flight 48.0 nm
F=0.02 MV/cm: period 251.1 fs, flight 24.0 nm
F=0.05 MV/cm: period 100.4 fs, flight 9.6 nm
emission time 30 fs, acoustic 100 fs (300 K)
acoustic time at 77 K: 390 fs
phonon number 77 K 7.22e-04, 300 K 0.185
mobility 300 K: integral 150 cm2/Vs, simulated 155
mean thermal energy 300 K: integral 26.57 meV, simulated 26.49
Monte Carlo drift velocity (x1e7 cm/s), ratio to ideal Kane value,
and share of time above 0.15 eV:
emission only, 0.01 MV/cm: 0.930 +- 0.003, 0.973, 0.00 %
emission only, 0.02 MV/cm: 0.918 +- 0.003, 0.960, 0.00 %
emission only, 0.05 MV/cm: 0.958 +- 0.003, 1.003, 1.98 %
all, 77 K, 0.01 MV/cm: 0.608 +- 0.006, 0.636, 0.00 %
all, 77 K, 0.02 MV/cm: 0.738 +- 0.004, 0.773, 0.00 %
all, 77 K, 0.05 MV/cm: 0.868 +- 0.003, 0.908, 1.43 %
all, 300 K, 0.01 MV/cm: 0.137 +- 0.005, 0.143, 0.43 %
all, 300 K, 0.02 MV/cm: 0.251 +- 0.005, 0.263, 0.46 %
all, 300 K, 0.05 MV/cm: 0.467 +- 0.004, 0.489, 1.86 %
density 1e+12 cm-2: k_F/k0 0.232, E_F 2.66 meV
kT: 77 K 6.64 meV, 300 K 25.85 meV
10% heavier axis: v_d changes by -4.65 %
field at 45 deg: transverse/longitudinal 4.76 %
30 meV phonon instead: v_d 0.7594 x1e7 cm/s
tunnel barrier at 0.05 MV/cm: 360 nm
midgap decay length 0.434 nm
threshold energy / gap 0.0267
```
